Finite-Temperature Static Screening of an Inversion Layer

Anyone who calculates how charges at the oxide interface scatter electrons in a transistor channel must decide whether the familiar zero-temperature screening formula will do. The Born scattering rate contains the square of the screened potential. For the channel treated below, at momentum transfer 2k_F, the screened element is 0.401 eV nm² at zero temperature and 0.543 eV nm² at 77 K. The squared element is therefore larger by

(0.543/0.401)² ≈ 1.83

at fixed density, wavevector and subband shape. Near this momentum transfer, a calculation at 77 K needs the thermal response. A mobility averages over many momentum transfers and changes by less, because the thermal change is weaker at small q and can reverse above 2k_F. The thermal response costs a short sum.

**A Fermi function made of two steps**

Take electrons that move freely in a plane with energy E = Ck², where C = ħ²/2m, and with total degeneracy g from spin and valleys. The density of states is the constant D = g/(4πC). At zero temperature the density is N = DE_F, and k_F is defined by E_F = Ck_F².

Let a weak static potential energy U of wavevector q change the density by −ΠU. The polarizability Π is then positive. Its zero-temperature form, derived in the next section, depends on the filling energy μ′ and on E_q = Cq²:

Π₀(q,μ′) = D[1 − √(1 − 4μ′/E_q)] for 0 < μ′ < E_q/4,
Π₀(q,μ′) = D for μ′ ≥ E_q/4, and Π₀ = 0 for μ′ ≤ 0.

Now replace the smooth thermal occupation by a caricature: half of a sharp step ending at E_F/2 plus half of one ending at 3E_F/2. The density is D(½·½ + ½·3/2)E_F = DE_F, as before. The response is linear in the occupation, so it is the mean of the two step responses.

At q = 2k_F we have E_q/4 = E_F. The lower step gives 1 − √0.5 = 0.293 and the upper gives 1, in units of D:

Π/D = ½(0.293 + 1) = 0.646.

The sharp distribution gives 1. Smearing reduces the response because the upper step gains nothing: Π₀ is already at its ceiling D.

At q = 3k_F we have E_q/4 = 2.25E_F, and both steps lie below the ceiling:

Π/D = ½(0.118 + 0.423) = 0.270.

The sharp distribution gives 0.255. Here smearing raises the response, because Π₀ curves upward with μ′.

The example also shows what must not be averaged. The dielectric function will turn out to be ε = 1 + VΠ, with VD = 1.963 at 2k_F in our channel. The mean response gives 1/ε = 1/(1 + 1.963·0.646) = 0.441. Averaging 1/ε over the two steps gives ½(0.635 + 0.338) = 0.486. The second number would describe two separate electron gases, each screening alone. The real electrons share one potential, so their responses add first and the inverse is taken afterwards.

**The zero-temperature response**

Write the potential energy as U e^{iqx} plus its complex conjugate. To first order, a state k acquires admixtures of k+q and k−q, and its density component at q is

U[1/(E_k − E_{k+q}) + 1/(E_k − E_{k−q})].

Sum over k with occupation f(k), and shift k → k+q in the second term. The density change is −ΠU, with

Π = g∫d²k/(2π)² [f(k) − f(k+q)]/(E_{k+q} − E_k).

In the term with f(k+q), substitute k → −k−q. It becomes equal to the first term, so, as a principal value,

Π = 2g∫d²k/(2π)² f(k)/(E_{k+q} − E_k).

With q along x, the denominator is 2Cq(k_x + a), where a = q/2. For a filled disk of radius k_F, the k_y integral gives the chord 2√(k_F² − k_x²). Hence

Π₀ = [g/(2π²Cq)] I, I = ∫dx √(k_F² − x²)/(x + a),

with x running from −k_F to k_F. Since k_F² − x² = (k_F² − a²) − (x+a)(x−a),

I = (k_F² − a²)J − ∫dx (x−a)/√(k_F² − x²) = (k_F² − a²)J + πa,
J = ∫dx/[(x+a)√(k_F² − x²)].

Setting x = k_F cos φ and then t = tan(φ/2) gives

J = ∫₀^∞ 2dt/[(a+k_F) + (a−k_F)t²].

For a > k_F this is π/√(a² − k_F²). For a < k_F the integrand is proportional to 1/(t₀² − t²), and the map t → t₀²/t shows that the parts on either side of t₀ cancel, so J = 0. Therefore I = πa below 2k_F and I = π[a − √(a² − k_F²)] above it. Inserting a = q/2,

Π₀ = D[1 − √(1 − 4k_F²/q²)] for q > 2k_F, and Π₀ = D for q < 2k_F.

Since k_F²/q² = μ′/E_q for a disk filled to μ′, this is the form used above.

**From two steps to the Fermi function**

Let h(E) = 1/[1 + e^{(E−μ)/kT}]. Its negative slope is a normalized weight,

w(μ′) = −dh/dμ′ = 1/{4kT cosh²[(μ′−μ)/2kT]},

and the integral of w from E to infinity is h(E). The Fermi function is thus a continuous mixture of steps with weights w, and linearity gives

Π(q,T) = ∫₀^∞ dμ′ w(μ′) Π₀(q,μ′).

The weight at μ′ < 0 belongs to empty bands and contributes nothing, but it must not be removed by renormalizing w.

The square root in Π₀ has infinite slope at μ′ = E_q/4, which spoils ordinary quadrature. Integrate by parts. The boundary terms vanish because Π₀ is zero at μ′ = 0 and h is zero at infinity:

Π = ∫₀^∞ h(μ′) (dΠ₀/dμ′) dμ′.

Above E_q/4 the slope is zero. Below it, set s = √(1 − 4μ′/E_q), so that Π₀ = D(1−s), dΠ₀ = −D ds and μ′ = E_q(1−s²)/4. As μ′ rises from 0 to E_q/4, s falls from 1 to 0. Reversing the limits removes the minus sign:

Π(q,T) = D∫₀¹ ds / {1 + exp[(E_q(1−s²)/4 − μ)/kT]}.

The integrand is now smooth at every T > 0. The chemical potential follows from the fixed density,

N = D∫₀^∞ h dE = DkT ln(1 + e^{μ/kT}),

which, with N = DE_F, gives

μ = E_F + kT ln(1 − e^{−E_F/kT}).

**Two nodes by hand**

The channel has rough typical parameters of a silicon (100) n-channel: in-plane mass 0.19 electron masses, g = 4 and N = 2×10¹² cm⁻². These give C = 0.2005 eV nm², D = 1.587 per eV nm², E_F = 12.60 meV and 2k_F = 0.501 nm⁻¹. At 77 K, kT = 6.635 meV and

μ = 12.599 + 6.635 ln(1 − e^{−1.899}) = 11.52 meV.

At q = 2k_F, two-point Gauss–Legendre quadrature uses s = 0.2113 and 0.7887 with weights ½. The energies E_F(1−s²) are 12.04 and 4.76 meV, and the occupations are 0.481 and 0.735. So

Π/D ≈ ½(0.481 + 0.735) = 0.608.

The converged value is 0.606. A direct two-dimensional momentum sum of the original definition agrees with the s-integral to a relative 10⁻¹⁴ at 20, 77 and 300 K, for q = 0.5, 2 and 3 k_F.

Low temperature needs more nodes, and the reason can be made quantitative. The integrand has poles where the exponential equals −1; the pair nearest the real axis lies at

s² = 1 − 4(μ ± iπkT)/E_q.

In the variable x = 2s − 1, which covers the interval from −1 to 1, put ρ = |x + √(x²−1)|, with the root chosen so that ρ > 1. Polynomials of degree p approximate the integrand with error falling as ρ^{−p}, for the smallest ρ among the poles. An n-point Gauss rule integrates degree 2n−1 without error, so its error falls as ρ^{−2n}. At 10 K and q = 3k_F, ρ = 1.157 and the predicted decay exponent is 2 ln ρ = 0.292 per node. A fit to the errors for 10 to 80 nodes also gives 0.292. At this q, a relative error of 10⁻¹⁰ takes 79 nodes at 10 K, 14 at 77 K and 7 at 300 K.

**What temperature does to the response**

As q → 0 the integrand becomes the constant h(0), so

Π(0,T) = D/(1 + e^{−μ/kT}) = D(1 − e^{−E_F/kT}).

This equals dN/dμ, as it should for a slowly varying potential. At 77 K it is 0.850D; the missing 15 % is the weight at μ′ < 0.

At q = 2k_F and kT much less than E_F, μ differs from E_F by an exponentially small amount. Then

1 − Π/D = ∫₀¹ ds/(e^{E_F s²/kT} + 1).

Put y = s√(E_F/kT) and extend the upper limit to infinity, again at exponentially small cost. Expanding 1/(e^{y²}+1) in powers of e^{−y²} and integrating each Gaussian gives

1 − Π/D ≈ √(kT/E_F) (√π/2)(1 − 1/√2 + 1/√3 − …) = 0.536√(kT/E_F).

At 10 K this predicts Π/D = 1 − 0.536·0.262 = 0.860, the computed value to three digits. A square-root law acts early: a temperature of only 7 % of E_F/k removes 14 % of the response at 2k_F.

Above 2k_F, Π₀ is smooth near μ′ = E_F. Let kT be small compared with both E_F and E_q/4 − E_F, so that μ ≈ E_F and w covers only this smooth region. The weight w has variance π²(kT)²/3, so a second-order Taylor expansion gives

Π − Π₀ ≈ (π²/6)(kT)² (4D/E_q²)(1 − 4E_F/E_q)^{−3/2}.

This is positive, as in the two-step example. At 3k_F the values of Π/D are 0.255 at zero temperature, 0.256 at 10 K, 0.297 at 77 K and 0.237 at 300 K. The response first rises and later falls.

The later fall can be read from the nondegenerate limit. There h(E) ≈ e^{(μ−E)/kT} and N ≈ DkT e^{μ/kT}, so

Π ≈ (N/kT)∫₀¹ ds e^{−X²(1−s²)}, X² = E_q/4kT.

For small X this is N/kT, the Debye response, which falls with heating. For large X the region near s = 1 dominates, the integral tends to 1/(2X²), and Π → 2N/E_q, independent of temperature.

**The thickness of the layer**

The electrons are not a sheet. Let the semiconductor fill z > 0, with an impenetrable barrier at z = 0, and take the trial function

ζ(z) = √(b³/2) z e^{−bz/2}.

Its kinetic energy is C_z b²/4, where C_z = ħ²/2m_z, and its mean depth is 3/b. The depletion charge, with sheet density N_dep, supplies a nearly uniform field across the layer. The inversion electrons repel one another with an energy set by the mean of the smaller of two depths, ⟨min(z,z′)⟩. This mean is the integral of the squared tail probability. With y = bz,

⟨min(z,z′)⟩ = (1/b)∫₀^∞ dy e^{−2y}(1 + y + y²/2)² = 33/(16b).

The Hartree energy per electron, with a factor ½ for the mutual repulsion, is

C_z b²/4 + (e²/ε₀κ_s)[3N_dep/b + 33N/(32b)].

Setting its derivative with respect to b to zero gives

b³ = 6e²(N_dep + 11N/32)/(ε₀κ_s C_z).

With N_dep = 3×10¹² cm⁻², κ_s = 11.7, m_z = 0.916 electron masses and e²/ε₀ = 18.10 eV nm, b = 2.019 nm⁻¹ and the mean depth is 1.49 nm.

Next comes the interaction. An electron at depth z′ produces at z the potential energy

(e²/2ε₀κ_s q)[e^{−q|z−z′|} + δe^{−q(z+z′)}].

In a thick oxide the potential decays as e^{qz} toward negative z. Continuity of the potential and of κ times its slope at z = 0 requires κ_s(1−δ) = κ_ox(1+δ), so δ = (κ_s−κ_ox)/(κ_s+κ_ox).

Average both terms over |ζ(z)|²|ζ(z′)|². The image term separates into the square of

A = ∫₀^∞ |ζ|²e^{−qz}dz = (1+x)^{−3}, x = q/b.

For the direct term G, take twice the region z > z′ and write c = b+q. The inner integral of |ζ(z)|²e^{−qz} over z > z′ gives

(b³/2)e^{−cz′}(z′²/c + 2z′/c² + 2/c³).

The outer integral carries the remaining factor e^{qz′}|ζ(z′)|², so it contains z′²e^{−2bz′} and yields

G = 3/[8(1+x)] + 3/[8(1+x)²] + 1/[4(1+x)³] = (8+9x+3x²)/[8(1+x)³].

Define κ̄ = (κ_s+κ_ox)/2 and r = κ_ox/κ_s. Since κ̄/κ_s = ½(1+r) and δ·½(1+r) = ½(1−r),

V(q) = e²F/(2ε₀κ̄q), F = ½(1+r)G + ½(1−r)A².

At 2k_F, x = 0.248, G = 0.670 and A² = 0.264. With κ_ox = 3.9, r = 1/3 and

F = 0.667·0.670 + 0.333·0.264 ≈ 0.534.

Treating the layer as a sheet lying at the interface (F = 1) would nearly double V at this wavevector. As q → 0, F → 1 and the thickness drops out.

**Screening**

The induced density −ΠU_tot has the profile |ζ|² and adds the potential −VΠU_tot. Counting this mean-field potential and nothing else is the random-phase approximation:

U_tot = U_ext − VΠU_tot, so U_tot = U_ext/ε, ε = 1 + V(q)Π(q,T).

At 2k_F, V = 1.237 eV nm². At 77 K,

ε = 1 + 1.237·1.587·0.606 = 2.19, 1/ε = 0.457.

As an independent test, electrons were diagonalized in a weak cosine potential at this q and T, and their density was fed back through Poisson's equation until self-consistent. The ratio of total to external potential was 0.4568, in agreement. Averaging 1/ε with the weight w gives 0.547 instead, 20 % above the correct value.

For one elementary charge at the interface, put z′ = 0. Then (1+δ)/κ_s = 1/κ̄, and the magnitude of the external element is

U_ext = e²A/(2ε₀κ̄q) = 1.189 eV nm² at 2k_F.

Dividing by ε gives:

T = 0: ε = 2.96, U_tot = 0.401 eV nm²
T = 10 K: ε = 2.69, U_tot = 0.443 eV nm²
T = 77 K: ε = 2.19, U_tot = 0.543 eV nm²
T = 300 K: ε = 1.61, U_tot = 0.737 eV nm²

For long waves, ε ≈ 1 + q_s/q with q_s = e²Π(0,T)/(2ε₀κ̄). At zero temperature q_s = 1.84 nm⁻¹; at 77 K it is 0.850 times that. A metal gate changes this limit. At distance t it forces the oxide potential to vary as sinh[q(z+t)], which replaces κ_ox by κ_ox coth(qt) throughout: in δ, in r, and in the κ̄ that stands in front of V and U_ext. Then V no longer diverges as q → 0. In that limit δ → −1 + 2κ_s qt/κ_ox and G − A² → 33x/8, so

V(0) = (e²/ε₀)[33/(16κ_s b) + t/κ_ox].

The second term is the inverse capacitance of the oxide, and the first is that of the layer's own depth.

**The procedure**

1. From N, find E_F = N/D and then μ(T).
2. From N and N_dep, find b, and hold it fixed during the thermal average.
3. For each q, evaluate the s-integral with Gauss–Legendre nodes, adding nodes at low T until the result is stable.
4. Form V(q) with F, including the coth factor if qt is not large.
5. Form ε = 1 + VΠ and divide the external subband element by it.

**Set beside a real channel**

The parameters resemble a heavily doped silicon transistor in inversion. The density is low for a strongly turned-on device, and 77 K is far below ordinary operating temperature. The sheet charge N + N_dep sets the oxide field, whatever the oxide thickness, at 2.3 MV/cm, below the roughly 10 MV/cm at which silicon dioxide breaks down. The single-subband assumption fails at ordinary operating temperature. In the fixed Hartree potential of the layer, the next levels lie 80 and 85 meV above the lowest. They hold about 0.01 % of the electrons at 77 K but 22 % at 300 K. These figures assume an impenetrable wall. Penetration into a 3 eV oxide barrier (oxide mass 0.5) lowers the level of the other valleys to about 62 meV and raises the shares to roughly 0.1 % and one third. The 300 K entries above are therefore one-subband model values; the change in ε from the other subbands was not calculated.

At 77 K and 2k_F the largest estimated correction comes from exchange. The density parameter r_s is 1.8, so the mean field is not safely accurate. A Hubbard local field, G_H = q/[g√(q²+k_F²)] = 0.224, weakens the induced potential felt by an electron and raises 1/ε from 0.457 to 0.520, or 14 %. The Hubbard form is crude at 2k_F. First-order exchange with the unscreened layer interaction, at fixed density and 77 K, gives G ≈ 0.54 and 1/ε ≈ 0.65, about 40 % above the mean-field value. Neither number is a converged correction. Solving for the subband numerically in the fixed Hartree potential of the trial layer raises V by 7.6 %. A gate behind 2 nm of oxide lowers V by 3.6 %, and virtual transitions to higher subbands lower it by less than 1 %. The gate and the numerical subband would also alter U_ext, so these percentages do not carry over directly to the screened element.

Disorder blurs the energies as well. A rough mobility of 1000 cm²/Vs gives ħ/2τ = 3 meV, about half of kT. Treated as an extra temperature ħ/(2πkτ) = 11 K, and with the transport time standing in for the state lifetime, it lowers Π by 4.5 %. The figure depends on this convention: the full width of 35 K would give 13 %. With the Hubbard field these estimates together raise the 77 K screened element by some 5 to 15 %; with first-order exchange they raise it by 30 to 45 %. The thermal average raises it by 35 % over the clean zero-temperature formula, or by about 23 % when the same broadening and Hubbard field are kept at both temperatures. For scattering near 2k_F in this channel, then, the thermal average outweighs the gate, subband-shape and intersubband corrections and belongs in the calculation. Exchange may be as large, and it limits the absolute accuracy of the mean-field element. The numerical output below gives the model values and the Hubbard-level estimates.

Numbers as computed

```
in-plane mass 0.19, normal mass 0.916 (electron masses)
kappa_s 11.7, kappa_ox 3.9, degeneracy g 4
N = 2.0e+12 cm^-2, N_dep = 3.0e+12 cm^-2
oxide thickness = 2.0 nm, mobility = 1000 cm2/Vs
C = 0.20053 eV nm^2, e^2/eps0 = 18.0951 eV nm
D = 1.5874 per eV nm^2
E_F = 12.599 meV, T_F = 146.2 K
k_F = 0.2507 nm^-1, 2k_F = 0.5013 nm^-1
b = 2.0187 nm^-1, numerical minimum 2.0186 nm^-1
mean depth 3/b = 1.486 nm
F(2k_F) = 0.5344
V(2k_F) = 1.2366 eV nm^2
T=0 screening wavevector at q=0: 1.8413 nm^-1
T=0: Pi/D at 3k_F = 0.25464
T=0: eps(2k_F) = 2.9629
T=10 K: kT = 0.862 meV, mu = 12.599 meV
  Pi/D at q/k_F=0,1,2,3: 1.00000, 0.99999, 0.85980, 0.25557
  eps(2k_F) = 2.6877, 1/eps = 0.3721
  interface charge, screened, 2k_F: 0.4425 eV nm^2
T=77 K: kT = 6.635 meV, mu = 11.523 meV
  Pi/D at q/k_F=0,1,2,3: 0.85026, 0.80441, 0.60588, 0.29682
  eps(2k_F) = 2.1893, 1/eps = 0.4568
  interface charge, screened, 2k_F: 0.5433 eV nm^2
T=300 K: kT = 25.852 meV, mu = -12.026 meV
  Pi/D at q/k_F=0,1,2,3: 0.38576, 0.36674, 0.31298, 0.23709
  eps(2k_F) = 1.6143, 1/eps = 0.6194
  interface charge, screened, 2k_F: 0.7368 eV nm^2
interface charge, unscreened, 2k_F: 1.1894 eV nm^2
kink coefficient = 0.53608
largest relative deviation from momentum sum = 5.1e-15
self-consistent diagonalization, 77 K: 1/eps = 0.45677
wrongly averaged 1/eps, 77 K: 0.5466
10 K, 3k_F: error decay per node 0.2921
  pole prediction 0.2920, rho = 1.1572
nodes for 1e-10 at 3k_F: 10 K 79, 77 K 14, 300 K 7
Neglected effects (2k_F and 77 K unless stated):
second level, same valleys: 85.3 meV above lowest
lowest level, other valleys: 79.9 meV above lowest
upper-subband population: 77 K 0.009 %, 300 K 22.5 %
virtual intersubband change of V: -0.66 %
V from numerical subband vs trial: 7.55 %
gate: change of V -3.6 %, eps becomes 2.1469
r_s = 1.836, Hubbard G = 0.2236
potential felt by electrons with G: 1/eps = 0.5199
disorder: hbar/(2 tau) = 3.05 meV, added T = 11.3 K
  change of Pi: -4.53 %
oxide field = 2.32 MV/cm
```
